**Barrier-cancelling voltage of a perpendicular magnetic disk**

For rigid rotation the program evaluates $V_c=E_bt/(\xi S)$, where $E_b$ is the zero-bias barrier, $t$ the oxide thickness, $\xi$ the loss of areal anisotropy energy per oxide field and $S$ the disk area. It asserts that this voltage agrees with the zero of the curvature of a separate energy landscape in SI units, and that the landscape has the predicted barriers at 0 and 1 V. For nonuniform rotation it minimizes the energy of a tilt field that is odd across a diameter. It asserts that the lowest free-edge mode agrees with the Bessel zero, that the minimized energies agree with a polar-grid calculation, and that the energy falls along the explicit path from the odd field to a uniform perpendicular state. The output gives 1.2657 V for rigid rotation. With exchange stiffness 0.006 eV/angstrom and magnet thickness 10 angstrom, the same barrier requires at least about 1.40 V in the local model.

## Numerical verification

```python
"""
Voltage that cancels the anisotropy barrier of a perpendicular magnetic disk.

Result under test, for coherent rotation:
    V_cancel = barrier * oxide / (xi * area)
barrier : zero-bias energy barrier (eV)
oxide   : oxide thickness (angstrom)
xi      : loss of areal anisotropy energy per oxide field (e/angstrom)
area    : disk area (angstrom^2)
kappa   : net areal anisotropy at zero bias (eV/angstrom^2)

A nonuniform path can have a lower top than coherent rotation. Its tilt phi
out of the disk plane has energy
    integral(stiffness*thickness*|grad phi|^2 + kappa*cos(phi)^2) d^2r.
For a prescribed barrier this raises the required kappa and the voltage.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, lu_factor, lu_solve
from scipy.optimize import brentq, minimize
from scipy.special import jnp_zeros

# Device data
temperature = 300.0
barrier_in_kT = 40.0
diameter = 500.0
oxide = 15.0
xi_si = 100e-15                         # J/(V m), equivalently C/m
charge = const.e
angstrom = const.angstrom
xi = xi_si * angstrom / charge
kT = const.k * temperature / charge
barrier = barrier_in_kT * kT
radius = diameter / 2
area = np.pi * radius**2
lever_charge = xi * area / oxide
kappa = barrier / area
v_cancel = barrier / lever_charge
barrier_at_1V = barrier - lever_charge

# Independent SI landscape with separate interface and shape terms
area_si = np.pi * (25e-9)**2
oxide_si = 1.5e-9
barrier_si = barrier_in_kT * const.k * temperature
shape_si = 1e-3
interface_si = shape_si + barrier_si / area_si


def landscape(theta, voltage):
    """Energy of a uniform magnet in eV, evaluated from SI inputs."""
    interface = interface_si - xi_si * voltage / oxide_si
    density = interface * np.sin(theta)**2 + shape_si * np.cos(theta)**2
    return area_si * density / charge


def polar_curvature(voltage):
    step = 1e-3
    return (landscape(step, voltage) - 2 * landscape(0.0, voltage)
            + landscape(-step, voltage)) / step**2


v_from_curvature = brentq(polar_curvature, 0.0, 3.0)
assert abs(v_from_curvature / v_cancel - 1) < 1e-5
angles = np.linspace(0, np.pi, 2001)
for voltage, expected in ((0.0, barrier), (1.0, barrier_at_1V)):
    energies = landscape(angles, voltage)
    assert abs(np.ptp(energies) - expected) < 1e-8
    assert np.argmax(energies) == 1000
assert np.argmin(landscape(angles, 1.1 * v_cancel)) == 1000

# Nonuniform tilt: polynomial fields odd in x and even in y on a unit disk
nodes, weights = np.polynomial.legendre.leggauss(24)
radial = (nodes + 1) / 2
azimuth = 2 * np.pi * (np.arange(48) + 0.5) / 48
x = np.outer(radial, np.cos(azimuth)).ravel()
y = np.outer(radial, np.sin(azimuth)).ravel()
mean_weight = np.repeat(weights * radial, 48) / 48


def edge_modes(max_degree):
    """Free-edge modes, normalized to unit mean square on the disk."""
    powers = [(a, b) for a in range(1, max_degree + 1, 2)
              for b in range(0, max_degree + 1, 2) if a + b <= max_degree]
    f = np.array([x**a * y**b for a, b in powers]).T
    fx = np.array([a * x**(a - 1) * y**b for a, b in powers]).T
    fy = np.array([b * x**a * y**max(b - 1, 0) for a, b in powers]).T
    w = mean_weight[:, None]
    gradient_matrix = fx.T @ (w * fx) + fy.T @ (w * fy)
    overlap = f.T @ (w * f)
    eigenvalues, vectors = eigh(gradient_matrix, overlap)
    return eigenvalues, f @ vectors


mode_values, mode_fields = edge_modes(7)
small_values, small_fields = edge_modes(5)
bessel_zero = jnp_zeros(1, 1)[0]
assert abs(mode_values[0] - bessel_zero**2) < 1e-5


def odd_minimum(exchange_ratio, values=mode_values, fields=mode_fields):
    """Lowest odd-field energy divided by kappa*area, and its tilt field."""
    def energy_and_slope(amplitudes):
        phi = fields @ amplitudes
        energy = (exchange_ratio * np.sum(values * amplitudes**2)
                  + np.sum(mean_weight * np.cos(phi)**2))
        slope = (2 * exchange_ratio * values * amplitudes
                 - fields.T @ (mean_weight * np.sin(2 * phi)))
        return energy, slope
    start = np.zeros(len(values))
    start[0] = 0.5
    answer = minimize(energy_and_slope, start, jac=True, method="BFGS",
                      options={"gtol": 1e-7, "maxiter": 1000})
    assert np.max(np.abs(answer.jac)) < 1e-5
    return answer.fun, fields @ answer.x


def polar_grid_minimum(exchange_ratio, n=24):
    """Independent finite-volume energy on one quarter of the disk."""
    dr, da = 1 / n, np.pi / (2 * n)
    matrix = np.zeros((n * n, n * n))
    r = (np.arange(n) + 0.5) * dr

    def add_link(i, j, strength):
        matrix[i, i] += strength
        matrix[j, j] += strength
        matrix[i, j] -= strength
        matrix[j, i] -= strength

    for i in range(n):
        for j in range(n):
            cell = i * n + j
            if i < n - 1:
                add_link(cell, cell + n, (i + 1) * dr * da / dr)
            if j < n - 1:
                add_link(cell, cell + 1, dr / (r[i] * da))
            else:
                matrix[cell, cell] += 2 * dr / (r[i] * da)
    matrix *= 4 / np.pi
    w = np.repeat(r * dr * da, n) * 4 / np.pi
    angle = (np.arange(n) + 0.5) * da
    phi = 0.8 * np.outer(r, np.cos(angle)).ravel()
    # Each solve minimizes an upper bound touching the energy at old phi.
    factor = lu_factor(exchange_ratio * matrix + np.diag(w))
    for _ in range(500):
        updated = lu_solve(factor, w * (np.sin(2 * phi) / 2 + phi))
        change = np.max(np.abs(updated - phi))
        phi = updated
        if change < 1e-10:
            break
    assert change < 1e-8
    return exchange_ratio * phi @ matrix @ phi + w @ np.cos(phi)**2


# Round model parameters for the coherence check
stiffness = 0.006
thickness = 10.0
exchange_area = stiffness * thickness


def ratio_for(anisotropy):
    return exchange_area / (anisotropy * radius**2)


critical_diameter = 2 * bessel_zero * np.sqrt(exchange_area / kappa)
energy_ratio, tilt = odd_minimum(ratio_for(kappa))
small_energy, _ = odd_minimum(ratio_for(kappa), small_values, small_fields)
grid_energy = polar_grid_minimum(ratio_for(kappa))
assert abs(energy_ratio - small_energy) < 1e-3
assert abs(energy_ratio - grid_energy) < 2e-3  # finite grid spacing
assert energy_ratio < 0.99 and diameter > critical_diameter

# The nonuniform solution appears only above the critical diameter.
below, _ = odd_minimum(1.05 / bessel_zero**2)
above, _ = odd_minimum(0.90 / bessel_zero**2)
assert abs(below - 1) < 1e-6
assert above < 1 - 1e-4

# Find the anisotropy whose nonuniform path has the prescribed barrier.
kappa_nonuniform = brentq(
    lambda k: k * area * odd_minimum(ratio_for(k))[0] - barrier,
    kappa, 1.5 * kappa, xtol=1e-12)
v_nonuniform = kappa_nonuniform * oxide / xi
final_ratio, final_tilt = odd_minimum(ratio_for(kappa_nonuniform))
grid_final = polar_grid_minimum(ratio_for(kappa_nonuniform))
assert abs(final_ratio - grid_final) < 2e-3
assert v_nonuniform > v_cancel

# Check an explicit path between the two perpendicular states.
mean_cos = np.sum(mean_weight * np.cos(2 * final_tilt))
max_tilt = np.max(np.abs(final_tilt))
assert mean_cos > 0 and max_tilt < np.pi / 2
gradient_part = final_ratio - np.sum(mean_weight * np.cos(final_tilt)**2)
shifts = np.linspace(0, np.pi / 2, 41)
shift_energies = np.array([
    gradient_part + np.sum(mean_weight * np.cos(final_tilt + shift)**2)
    for shift in shifts])
predicted = final_ratio - mean_cos * np.sin(shifts)**2
assert np.max(np.abs(shift_energies - predicted)) < 1e-8
shrink = np.linspace(1, 0, 41)
shrink_energies = np.array([
    gradient_part * q**2
    + np.sum(mean_weight * np.sin(q * final_tilt)**2) for q in shrink])
assert np.all(np.diff(shift_energies) < 1e-10)
assert np.all(np.diff(shrink_energies) < 1e-10)
assert abs(shrink_energies[-1]) < 1e-12

hartree_eV = const.value("Hartree energy in eV")
print("DEVICE, COHERENT ROTATION")
print(f"temperature = {temperature:.0f} K")
print(f"barrier / thermal energy = {barrier_in_kT:.0f}")
print(f"disk diameter = {diameter:.0f} angstrom")
print(f"oxide thickness = {oxide:.0f} angstrom")
print(f"given coefficient = {xi_si * 1e15:.0f} fJ/(V m)")
print(f"coefficient xi = {xi:.5e} e/angstrom")
print(f"thermal energy = {kT:.6f} eV")
print(f"zero-bias barrier = {barrier:.5f} eV")
print(f"disk area = {area:.1f} angstrom^2")
print(f"areal anisotropy = {kappa:.5e} eV/angstrom^2")
print(f"charge xi*area/oxide = {lever_charge:.5f} e")
print(f"cancelling voltage = {v_cancel:.4f} V")
print(f"same in atomic units = {v_cancel / hartree_eV:.5f} hartree/e")
print(f"voltage from SI curvature = {v_from_curvature:.4f} V")
print(f"oxide field at cancellation = {v_cancel / oxide:.5f} V/angstrom")
print(f"barrier left at 1 V = {barrier_at_1V:.5f} eV")
print(f"barrier left at 1 V / kT = {barrier_at_1V / kT:.2f}")
print("COHERENCE CHECK, ROUND MODEL PARAMETERS")
print(f"exchange stiffness = {stiffness:.3f} eV/angstrom")
print(f"magnet thickness = {thickness:.0f} angstrom")
print(f"first zero of J1 prime = {bessel_zero:.5f}")
print(f"critical diameter = {critical_diameter:.1f} angstrom")
print(f"nonuniform/coherent energy at same kappa = {energy_ratio:.4f}")
print(f"same ratio from polar grid = {grid_energy:.4f}")
print(f"kappa for prescribed barrier = {kappa_nonuniform:.5e} eV/angstrom^2")
print(f"nonuniform/coherent energy there = {final_ratio:.4f}")
print(f"same ratio there from polar grid = {grid_final:.4f}")
print(f"mean cos(2 phi) there = {mean_cos:.4f}")
print(f"largest sampled |phi| there = {max_tilt:.4f} rad")
print(f"sharper lower bound on voltage = {v_nonuniform:.3f} V")
print(f"increase over coherent value = {100*(v_nonuniform/v_cancel-1):.1f} %")
print("verified")
```

Running it gives:

```
DEVICE, COHERENT ROTATION
temperature = 300 K
barrier / thermal energy = 40
disk diameter = 500 angstrom
oxide thickness = 15 angstrom
given coefficient = 100 fJ/(V m)
coefficient xi = 6.24151e-05 e/angstrom
thermal energy = 0.025852 eV
zero-bias barrier = 1.03408 eV
disk area = 196349.5 angstrom^2
areal anisotropy = 5.26653e-06 eV/angstrom^2
charge xi*area/oxide = 0.81701 e
cancelling voltage = 1.2657 V
same in atomic units = 0.04651 hartree/e
voltage from SI curvature = 1.2657 V
oxide field at cancellation = 0.08438 V/angstrom
barrier left at 1 V = 0.21707 eV
barrier left at 1 V / kT = 8.40
COHERENCE CHECK, ROUND MODEL PARAMETERS
exchange stiffness = 0.006 eV/angstrom
magnet thickness = 10 angstrom
first zero of J1 prime = 1.84118
critical diameter = 393.0 angstrom
nonuniform/coherent energy at same kappa = 0.9283
same ratio from polar grid = 0.9283
kappa for prescribed barrier = 5.84594e-06 eV/angstrom^2
nonuniform/coherent energy there = 0.9009
same ratio there from polar grid = 0.9008
mean cos(2 phi) there = 0.2537
largest sampled |phi| there = 1.0873 rad
sharper lower bound on voltage = 1.405 V
increase over coherent value = 11.0 %
verified
```
